# Free holes from partly ionised acceptors, with and without donors: a program that tests the result

```python
"""Hole density from deep acceptors in a wide-gap semiconductor.

Result under test, for acceptors NA, fully ionised donors ND:
    p (p + ND) = K (NA - ND - p),   K = (Nv / g) exp(-EA / kT)
p: free-hole density; Nv: effective valence density; g: degeneracy of
the neutral acceptor; EA: acceptor level above the valence edge.
Fermi level mu is measured upward from the valence edge.
Densities are in 1/angstrom^3 and energies in eV, except in the band
integral, which is done in atomic units.
"""
from itertools import product
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln

hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0] * 1e10
k_B = physical_constants["Boltzmann constant in eV/K"][0]
per_cm3 = 1e24  # cubic angstroms in one cubic centimetre

T = 300.0
NA, Nv, EA, g = 1e-5, 4.6e-5, 0.2, 4
kT = k_B * T


def mass_action(degeneracy):
    return Nv / degeneracy * np.exp(-EA / kT)


def hole_density(ND=0.0, degeneracy=g):
    K = mass_action(degeneracy)
    b = ND + K
    return 2 * K * (NA - ND) / (b + np.sqrt(b * b + 4 * K * (NA - ND)))


K = mass_action(g)
p = hole_density()
mu = kT * np.log(Nv / p)

# Canonical ensemble: sum over the number of free holes, no Fermi level.


def canonical_density(ND):
    sites = 1_000_000
    volume = sites / NA
    donors = int(round(ND * volume))
    free = np.arange(sites - donors + 1, dtype=float)
    ionised = free + donors
    neutral = sites - ionised
    log_w = (gammaln(sites + 1) - gammaln(ionised + 1)
             - gammaln(neutral + 1) + neutral * np.log(g)
             + free * np.log(volume * Nv) - gammaln(free + 1)
             - free * EA / kT)
    w = np.exp(log_w - log_w.max())
    return np.sum(free * w) / np.sum(w) / volume


donor_cases = [0.0, 1e-7, 1e-6]
canonical = [canonical_density(ND) for ND in donor_cases]
for ND, reference in zip(donor_cases, canonical):
    # finite-size error is of order 1e-5 for a million acceptors
    assert abs(hole_density(ND) / reference - 1) < 1e-4

# Parabolic band in atomic units; the mass follows from Nv.
kT_au = kT / hartree
mass = 2 * np.pi / kT_au * (Nv * bohr**3 / 2) ** (2 / 3)


def band_holes(level, fermi=True):
    """Integrate the density of states, with energy = kT x^2."""
    prefactor = (2 * mass * kT_au) ** 1.5 / (2 * np.pi**2)
    one = 1.0 if fermi else 0.0
    value = quad(lambda x: 2 * x * x / (np.exp(x * x + level / kT) + one),
                 0, 8, epsabs=1e-14, epsrel=1e-11)[0]
    return prefactor * value / bohr**3


assert abs(band_holes(mu, fermi=False) / p - 1) < 1e-8

# Acceptor with four hole orbitals and a repulsion between bound holes.


def ionised_fraction(level, repulsion):
    total = 0.0
    for occupation in product((0, 1), repeat=4):
        n = sum(occupation)
        energy = -n * EA + repulsion * n * (n - 1) / 2
        total += np.exp(-(energy + n * level) / kT)
    return 1 / total


repulsion = 1.0
fraction = 1 / (1 + g * np.exp((EA - mu) / kT))
fraction_free = ionised_fraction(mu, 0.0)
assert abs(ionised_fraction(mu, repulsion) / fraction - 1) < 1e-8
assert abs(fraction * NA / p - 1) < 1e-10
assert fraction_free < 0.01 * fraction

# Neutrality with Fermi statistics and enumerated acceptor states.
mu_full = brentq(lambda level: np.log(
    band_holes(level) / (NA * ionised_fraction(level, repulsion))),
    0.02, 0.4, xtol=1e-14, rtol=1e-13)
p_full = band_holes(mu_full)
shift_full = p_full / p - 1
delta = p / (2**1.5 * Nv)
shift_predicted = -delta / (2 + p / (NA - p))
assert abs(shift_full) < 2e-3
# terms of second order in the small density ratio are left out
assert abs(shift_full / shift_predicted - 1) < 0.01

# Gap at which electrons reach one thousandth of the holes (Nc = Nv).
ratio = 1e-3
gap = kT * np.log(Nv**2 / (ratio * p**2))
pair_product = Nv**2 * np.exp(-gap / kT)
p_electrons = brentq(lambda x: x - pair_product / x - NA / (1 + x / K),
                     0.5 * p, 2 * p, xtol=1e-20, rtol=1e-13)
shift_electrons = p_electrons / p - 1
assert 0 < shift_electrons < ratio

# Limiting estimates and the stated value.
p_root = np.sqrt(K * NA)
p_g2 = hole_density(degeneracy=2)
ND_large = donor_cases[-1]
p_comp_estimate = K * (NA - ND_large) / ND_large
assert abs(p_root / canonical[0] - 1) < 0.02
assert abs(p_comp_estimate / canonical[-1] - 1) < 0.10
assert abs(canonical[0] * per_cm3 / 2.2e17 - 1) < 0.02

print(f"temperature: {T:.0f} K")
print(f"thermal energy kT: {kT:.6f} eV")
print(f"acceptor density NA: {NA:.3e} 1/A^3 = {NA*per_cm3:.3e} 1/cm^3")
print(f"valence density Nv: {Nv:.3e} 1/A^3 = {Nv*per_cm3:.3e} 1/cm^3")
print(f"acceptor energy EA: {EA:.3f} eV")
print(f"degeneracy g: {g} (no unit)")
print(f"EA/kT: {EA/kT:.4f} (no unit)")
print(f"exp(-EA/kT): {np.exp(-EA/kT):.4e} (no unit)")
print(f"Nv/g: {Nv/g:.4e} 1/A^3")
print(f"K: {K:.4e} 1/A^3")
print(f"K*NA: {K*NA:.4e} 1/A^6")
print(f"hole density p: {p:.4e} 1/A^3 = {p*per_cm3:.4e} 1/cm^3")
print(f"estimate sqrt(K*NA): {p_root:.4e} 1/A^3")
print(f"estimate over p, minus one: {100*(p_root/p-1):.2f} percent")
print(f"ionised fraction: {100*fraction:.3f} percent")
print(f"Fermi level above valence edge: {mu:.4f} eV")
print(f"p with g = 2: {p_g2:.4e} 1/A^3")
print(f"band mass implied by Nv: {mass:.4f} electron masses")
print(f"p/Nv: {p/Nv:.4e} (no unit)")
print(f"delta: {delta:.4e} (no unit)")
print(f"Fermi-statistics shift, predicted: {100*shift_predicted:.4f} percent")
print(f"Fermi-statistics shift, numerical: {100*shift_full:.4f} percent")
print(f"p with Fermi statistics: {p_full:.4e} 1/A^3")
print(f"bound-hole repulsion in enumeration: {repulsion:.1f} eV")
print(f"ionised fraction, no repulsion, same mu: {100*fraction_free:.5f} percent")
print(f"gap for electrons/holes = {ratio:.0e}: {gap:.4f} eV")
print(f"shift of p by electrons at that gap: {100*shift_electrons:.4f} percent")
for ND, reference in zip(donor_cases, canonical):
    print(f"ND = {ND:.1e} 1/A^3: formula p = {hole_density(ND):.4e} 1/A^3")
    print(f"  canonical sum p = {reference:.4e} 1/A^3")
    print(f"  p over uncompensated p = {hole_density(ND)/p:.4f} (no unit)")
print(f"strong-compensation estimate, ND = {ND_large:.1e} 1/A^3: "
      f"{p_comp_estimate:.4e} 1/A^3")
print("verified")
```

Output:

```
temperature: 300 K
thermal energy kT: 0.025852 eV
acceptor density NA: 1.000e-05 1/A^3 = 1.000e+19 1/cm^3
valence density Nv: 4.600e-05 1/A^3 = 4.600e+19 1/cm^3
acceptor energy EA: 0.200 eV
degeneracy g: 4 (no unit)
EA/kT: 7.7363 (no unit)
exp(-EA/kT): 4.3666e-04 (no unit)
Nv/g: 1.1500e-05 1/A^3
K: 5.0216e-09 1/A^3
K*NA: 5.0216e-14 1/A^6
hole density p: 2.2159e-07 1/A^3 = 2.2159e+17 1/cm^3
estimate sqrt(K*NA): 2.2409e-07 1/A^3
estimate over p, minus one: 1.13 percent
ionised fraction: 2.216 percent
Fermi level above valence edge: 0.1379 eV
p with g = 2: 3.1193e-07 1/A^3
band mass implied by Nv: 1.4978 electron masses
p/Nv: 4.8172e-03 (no unit)
delta: 1.7032e-03 (no unit)
Fermi-statistics shift, predicted: -0.0842 percent
Fermi-statistics shift, numerical: -0.0841 percent
p with Fermi statistics: 2.2141e-07 1/A^3
bound-hole repulsion in enumeration: 1.0 eV
ionised fraction, no repulsion, same mu: 0.00477 percent
gap for electrons/holes = 1e-03: 0.4544 eV
shift of p by electrons at that gap: 0.0505 percent
ND = 0.0e+00 1/A^3: formula p = 2.2159e-07 1/A^3
  canonical sum p = 2.2159e-07 1/A^3
  p over uncompensated p = 1.0000 (no unit)
ND = 1.0e-07 1/A^3: formula p = 1.7656e-07 1/A^3
  canonical sum p = 1.7655e-07 1/A^3
  p over uncompensated p = 0.7968 (no unit)
ND = 1.0e-06 1/A^3: formula p = 4.3119e-08 1/A^3
  canonical sum p = 4.3119e-08 1/A^3
  p over uncompensated p = 0.1946 (no unit)
strong-compensation estimate, ND = 1.0e-06 1/A^3: 4.5195e-08 1/A^3
verified
```
